A two-dimensional simulation of an ambipolar transistor needs a fine mesh where electrons and holes recombine. If the mesh is not adapted during the calculation, it has to be placed before the solution is known. The middle of the channel is in general the wrong place. The theorem below gives a first position from the two mobilities and the two voltages, and the remarks give, within the model, a lower bound on the width of the refined region.

## Setting and assumptions

Atomic units are used in the algebra, with $e=1$ the positive elementary charge. The channel has length $L$ and width $W$. The source is at $x=0$ with potential $V=0$, the drain at $x=L$ with $V=V_D>0$. Let $G$ be the gate voltage minus the neutral voltage, which is the gate voltage at which a channel at zero potential carries no charge. It is taken to be the same for both carriers. In a real device, the energy gap of the semiconductor separates the two threshold voltages, and traps can shift them further. The formulas below then need correction. The ambipolar regime is $0<G<V_D$, and we write

$$A=G,\qquad B=V_D-G,\qquad u(x)=V(x)-G .$$

Thus $u(0)=-A<0$ and $u(L)=B>0$. The assumptions are:

1. **Gradual channel.** The sheet charge is fixed by the local voltage across the insulator. The capacitance per area is $C=\varepsilon/(4\pi d)$, for thickness $d$ and relative permittivity $\varepsilon$. The gate lies at $G-V=-u$ relative to the neutral condition, and the channel carries the opposite charge. With sheet densities $n$ of electrons and $p$ of holes,
$$p-n=Cu. \tag{1}$$
2. **Drift with constant mobilities** $\mu_e$ and $\mu_h$, in a steady state. Diffusion, traps and contact resistance are left out.
3. **Immediate recombination.** Electrons and holes do not coexist, so $np=0$.

## The theorem

**Theorem.** Under these assumptions the carriers meet at one point,

$$x_0=L\,\frac{\mu_eA^2}{\mu_eA^2+\mu_hB^2}, \tag{2}$$

and the magnitude of the current is

$$I=\frac{WC}{2L}\left(\mu_eA^2+\mu_hB^2\right). \tag{3}$$

**Lemma 1.** The potential rises from source to drain, and the carriers meet where $V=G$.

*Proof.* Since $np=0$, equation (1) gives $n=-Cu,\ p=0$ where $u<0$, and $p=Cu,\ n=0$ where $u>0$. The electric field is $-V'$. If $V'>0$, electrons drift towards the drain with speed $\mu_eV'$ and holes towards the source with speed $\mu_hV'$. Both motions carry electric current towards the source. Counted in that direction, the current per width is

$$i=(\mu_en+\mu_hp)V' . \tag{4}$$

Charge conservation makes $i$ independent of $x$. At the meeting point this means that each arriving electron is matched by one arriving hole. Because $V'=u'$, equation (4) becomes

$$i=C\mu_e(-u)u'\quad(u<0),\qquad i=C\mu_hu\,u'\quad(u>0). \tag{5}$$

The factors multiplying $u'$ are positive, so $u'$ has the sign of $i$ wherever $u\neq0$. As $u$ must rise from $-A$ to $B$, $i$ is positive and $u$ increases. It cannot vanish over an interval, because there would be no carriers there and $i$ would be zero. Hence $u=0$ at one point $x_0$, with electrons to its left and holes to its right. $\square$

**Proof of the theorem.** Integrate the first part of (5) from the source to $x_0$, with $u$ as the variable on the right:

$$i\,x_0=C\mu_e\int_{-A}^{0}(-u)\,du=\tfrac12C\mu_eA^2 . \tag{6}$$

The second part, integrated from $x_0$ to the drain, gives

$$i\,(L-x_0)=C\mu_h\int_0^B u\,du=\tfrac12C\mu_hB^2 . \tag{7}$$

Adding (6) and (7) removes $x_0$ and leaves $iL=\tfrac12C(\mu_eA^2+\mu_hB^2)$. With $I=Wi$ this is (3). Dividing (6) by the sum removes $i$ and $C$ and gives (2). $\square$

Each side behaves as a transistor of one carrier type at pinch-off. The two share one current, so their lengths are in the ratio $\mu_eA^2:\mu_hB^2$. The capacitance sets the current but drops out of the position.

**Remark on the mobilities.** If the mobilities depend on density, and hence on $|u|$, the same integration replaces $\tfrac12\mu_eA^2$ by $\int_0^A\mu_e(v)\,v\,dv$, and similarly for holes. Equation (2) then holds with the averages $\frac{2}{A^2}\int_0^A\mu_e(v)\,v\,dv$ and $\frac{2}{B^2}\int_0^B\mu_h(v)\,v\,dv$ in place of $\mu_e$ and $\mu_h$. These averages in general change with the gate voltage. A dependence on the lateral field $V'$ is not covered, because the mobility is then not a known function of $u$ alone. The meeting point can then differ from (2).

## How the gate moves the meeting point

**Corollary.** As $G$ rises from $0$ to $V_D$, $x_0$ moves from source to drain. It is at $L/2$ when

$$G=\frac{V_D}{1+\sqrt{\mu_e/\mu_h}}, \tag{8}$$

whereas the current is smallest when

$$G=V_D\,\frac{\mu_h}{\mu_e+\mu_h},\qquad\text{where}\qquad \frac{x_0}{L}=\frac{\mu_h}{\mu_e+\mu_h}. \tag{9}$$

*Proof.* Dividing (2) above and below by $\mu_eA^2$ gives $x_0/L=1/[1+(\mu_h/\mu_e)(B/A)^2]$. Here $B/A=V_D/G-1$ falls from infinity to zero as $G$ rises, which proves the motion. The midpoint requires $\mu_eG^2=\mu_h(V_D-G)^2$. The positive root is $\sqrt{\mu_e}\,G=\sqrt{\mu_h}\,(V_D-G)$, which gives (8).

For the current,

$$\frac{dI}{dG}=\frac{WC}{L}\left[\mu_eG-\mu_h(V_D-G)\right],\qquad \frac{d^2I}{dG^2}=\frac{WC}{L}(\mu_e+\mu_h)>0 .$$

The zero of the first derivative is therefore a minimum, at the $G$ of (9). There $A$ and $B$ are proportional to $\mu_h$ and $\mu_e$, so

$$\frac{x_0}{L}=\frac{\mu_e\mu_h^2}{\mu_e\mu_h^2+\mu_h\mu_e^2}=\frac{\mu_h}{\mu_e+\mu_h}.\qquad\square$$

For unequal mobilities the current minimum does not mark a centred recombination zone. At the minimum the slower carrier has the longer part of the channel, because its side also has the larger voltage, which enters squared.

At the end $G\to V_D$, the current tends to $WC\mu_eV_D^2/(2L)$, that of an electron transistor at pinch-off. At $G\to0$ the same holds with $\mu_h$. Outside $0<G<V_D$ one carrier fills the whole channel and (2) does not apply.

## Where the electrostatics fails

**Lemma 2.** At a distance $s$ from $x_0$, on either side, the lateral field is $V'=|u|/(2s)$. Its ratio to the insulator field $|u|/d$ is $d/(2s)$.

*Proof.* Integrating (5) between $x$ and $x_0$ gives $is=\tfrac12C\mu u^2$, with $\mu$ the mobility of the carrier on that side. Hence $|u|$ is proportional to $\sqrt s$, and its slope is $|u|/(2s)$. Dividing by $|u|/d$ gives the ratio. $\square$

Comparison with (6) and (7) fixes the constants in the profile:

$$V=G-A\sqrt{1-\frac{x}{x_0}}\quad(x<x_0),\qquad V=G+B\sqrt{\frac{x-x_0}{L-x_0}}\quad(x>x_0). \tag{10}$$

A common guide for the gradual-channel approximation is that the lateral field be small compared with the insulator field. The ratio is 0.5 at $s=d$ and 0.1 at $s=5d$. The guide is not a strict condition. If $V$ is linear in $x$, a potential that is also linear across the insulator solves Laplace's equation there, and the charge law of the insulator is unchanged however large the lateral field is. In (10), however, the lateral field varies over a distance of order $s$, so the approximation is not justified where $s$ is comparable to $d$ or smaller. The infinite field of (10) at $x_0$ is a property of the model. Within the model, a refined mesh should therefore cover at least several $d$ on both sides of $x_0$. For a real device it must also cover the uncertainty of $x_0$ itself. With the parameters of the worked example below, $x_0$ moves by $0.8\,d$ per volt of $G$. Lowering $B$ by 10 V, as a hole threshold would, moves it by about $6\,d$. An electron mobility growing as $\exp(\beta\sqrt{V'})$ with $\beta=2\times10^{-3}$ (cm/V)$^{1/2}$ moves it by about $4\,d$. The position itself should not be read more finely than $d$. How far a full electrostatic solution would move it is not determined here.

## What "immediate" requires

Now let $n$ and $p$ overlap and recombine at the rate $knp$ per area. Let $f$ be the fraction of the current carried by electrons:

$$\mu_enV'=if,\qquad \mu_hpV'=i(1-f). \tag{11}$$

Electrons move towards larger $x$ and are lost on the way, so

$$f'=-\frac{k\,np}{i}. \tag{12}$$

Solving (11) for $n$ and $p$ and inserting them in $n-p=-Cu$ gives

$$i\left[\frac{f}{\mu_e}-\frac{1-f}{\mu_h}\right]=-C\,u\,u' . \tag{13}$$

**Proposition.** Suppose that holes carry a negligible share of the current at the source, and electrons a negligible share at the drain, so that $f(0)=1$ and $f(L)=0$ can be used. At a finite rate these values are approached but not reached, because (12) gives $f'=0$ wherever $f$ is 0 or 1. To this accuracy, the mean recombination position $\bar x$ obeys

$$i\left[\frac{\bar x}{\mu_e}-\frac{L-\bar x}{\mu_h}\right]=\tfrac12C\,(A^2-B^2). \tag{14}$$

If $V'>0$ throughout, the current is at least that of (3).

*Proof.* By (12), $-f'$ is the distribution of recombination events along the channel, and its integral is $f(0)-f(L)=1$. Integration by parts gives

$$\int_0^Lf\,dx=\big[xf\big]_0^L-\int_0^Lxf'\,dx=\bar x,\qquad \int_0^L(1-f)\,dx=L-\bar x .$$

The right side of (13) integrates to $-\tfrac12C(B^2-A^2)$, which proves (14).

For the current, consider the part with $u<0$. Since $0\le f\le1$, the bracket in (13) is at most $1/\mu_e$, so $i\ge C\mu_e(-u)u'$. In the part with $u>0$ the same argument gives $i\ge C\mu_hu\,u'$. These are the equations (5) with inequality signs. Integrating and adding as before gives $iL\ge\tfrac12C(\mu_eA^2+\mu_hB^2)$. $\square$

Solving (14) for the position gives

$$\bar x=\frac{1}{\mu_e+\mu_h}\left[\mu_eL+\frac{\mu_e\mu_hC(A^2-B^2)}{2i}\right]. \tag{15}$$

With the current of (3) this reduces to $x_0$. A finite rate raises $i$ and shrinks the second term. For $A>B$ the mean position then moves towards the source, and for $A<B$ towards the drain. For $A=B$ it stays at $x_0$.

**Size of the correction.** Write $M=\mu_e+\mu_h$. Measure distance from the neutral point, where $u=0$, as $\ell\xi$, and write $u=Uv(\xi)$, with

$$\ell=\sqrt{\frac{M}{kC}},\qquad U^2=\frac{i\ell}{CM}. \tag{16}$$

Equation (13) becomes $M[f/\mu_e-(1-f)/\mu_h]=-v\,v_\xi$, where the subscript denotes a derivative. By (11), $np=i^2f(1-f)/(\mu_e\mu_hV'^2)$, so (12) becomes

$$f_\xi=-\frac{k\,i\,\ell^3}{\mu_e\mu_hU^2}\,\frac{f(1-f)}{v_\xi^2}=-\frac{M^2}{\mu_e\mu_h}\,\frac{f(1-f)}{v_\xi^2}.$$

The mobility ratio is the one parameter left in these equations. Far out on the electron side $v^2\approx2(M/\mu_e)|\xi|$, hence $v_\xi^2\approx M/(2\mu_e|\xi|)$. The hole share then falls, to leading order in the exponent, as $\exp(-M\xi^2/\mu_h)$. Exchanging the carriers gives the other side. For contacts many $\ell$ away, the conditions of the proposition therefore hold very closely. At a given current, the finite zone adds to the channel a length $\lambda$ that is $\ell$ times a function of the mobility ratio. The correction vanishes as $k^{-1/2}$.

**Langevin rate.** A hole attracts electrons with the field $1/(\varepsilon_sr^2)$, where $\varepsilon_s$ is the permittivity of the semiconductor. The relative drift speed is $M/(\varepsilon_sr^2)$, so the capture flux through a sphere is $4\pi M/\varepsilon_s$ times the electron density per volume. If the carriers fill a layer of thickness $t$ uniformly, converting to sheet densities gives $k=4\pi M/(\varepsilon_st)$. Then

$$kC=\frac{M\varepsilon}{\varepsilon_s\,t\,d},\qquad \ell=\sqrt{\frac{\varepsilon_s\,t\,d}{\varepsilon}} . \tag{17}$$

Using this three-dimensional capture law in a very thin layer is itself a model assumption.

## Worked example

The parameters are round model values: $L=50000$ Å, $W=10^7$ Å, $d=2000$ Å and $\varepsilon=4$. Voltages are given as energies $eV$, with $eV_D=60$ eV and $eG=35$ eV, so $eA=35$ eV and $eB=25$ eV. Mobilities are given as the area $\hbar\mu/e$: 0.2 Å² for electrons and 0.6 Å² for holes.

The two weights in (2) are

$$0.2\times35^2=245,\qquad 0.6\times25^2=375\quad(\text{Å}^2\,\text{eV}^2),$$

so $x_0/L=245/620=0.395$ and $x_0=19758$ Å, or 1.98 µm. The electrons have the larger voltage, but their threefold smaller mobility outweighs it, and the meeting point lies on the source side of the middle. As $d$ is 0.2 µm, the reading for constant mobilities is "near 2.0 µm".

The capacitance is $C/e^2=1.105\times10^{-5}$ eV⁻¹ Å⁻². The sheet densities are $CA=3.87\times10^{-4}$ Å⁻² of electrons at the source and $CB=2.76\times10^{-4}$ Å⁻² of holes at the drain. Equation (3) gives

$$\frac{\hbar I}{e}=\frac{10^7}{2\times50000}\times1.105\times10^{-5}\times620\ \text{eV}=0.685\ \text{eV},$$

which is a current of 167 µA. From (10), $eV$ is 13.8 eV at $x=L/4$ and 54.1 eV at $x=3L/4$.

The gate moves the meeting point as follows.

| $eG$ (eV) | $x_0$ (Å) |
|---|---|
| 15 | 1786 |
| 25 | 7267 |
| 35 | 19758 |
| 45 | 37500 |

The first entry lies less than $d$ from the source, where the formula cannot be trusted. By (8) the meeting point is central at $eG=38.0$ eV. By (9) the current is smallest at 45 eV, with $\hbar I/e=0.597$ eV and $x_0/L=0.75$.

For the finite rate, take $t=10$ Å and $\varepsilon_s=3$. Equation (17) gives $\ell=\sqrt{3\times10\times2000/4}=122$ Å. Equations (12) and (13) were integrated numerically outwards from the neutral point, with an implicit Runge–Kutta method, at the current of (3) and up to the same contact voltages. The resulting channel is longer than $L$ by $\lambda=153$ Å, or 0.3% of $L$. Inserting the length $L+\lambda$ in (15) and rescaling the mean position to the length $L$ gives the shift

$$L\frac{\bar x}{L+\lambda}-x_0=-\frac{\mu_e\mu_h}{M}\,\frac{A^2-B^2}{\mu_eA^2+\mu_hB^2}\,\frac{L\lambda}{L+\lambda}
\approx-0.15\times\frac{600}{620}\times152\ \text{Å}=-22\ \text{Å},$$

which agrees with the integrated profile. A rate one hundred times larger reduces $\lambda$ to 15 Å and the shift to $-2.2$ Å, as the $k^{-1/2}$ law requires.

For these parameters, and within this drift model, treating recombination as immediate thus changes the position very little. At the Langevin rate with $t=10$ Å the zone length $\ell$ is also far below $d$, so the gradual-channel electrostatics fails before the finite rate matters. This ordering depends on the rate: one a thousand times smaller gives $\ell\approx1.9\,d$ and, at fixed $L$, moves the mean position by about 700 Å towards the source. The zone solution also strains its own assumptions. At the neutral point the lateral field is 1.2 MV/cm, ten times the channel average, where a constant mobility is doubtful. The mean spacing of the electrons there, about 380 Å, exceeds $\ell$. The Coulomb capture radius $1/(\varepsilon_sk_BT)$ at 300 K, 186 Å, is far larger than $t$, so the three-dimensional continuum capture law is not justified. The 122 Å is therefore not a prediction of the width of the recombination zone in a device. That width needs the two-dimensional calculation for which (2) places the mesh.
